# Why exchange coupling oscillates through metals but decays exponentially through insulators

**Question.** Two ferromagnetic films are separated by a thin non-magnetic spacer. If the spacer is a metal, the coupling between their moments alternates in sign over many periods as the spacer thickens. If it is an insulator, the coupling usually dies exponentially. Why does the same electronic mechanism give such different laws, and can one be obtained from the other by making the spacer wavevector imaginary?

**Answer.** The coupling comes from electrons that make a round trip in the spacer, reflecting once from each ferromagnet. Reflection depends on spin, so the energy depends on whether the moments are parallel. The round trip multiplies the wave by \(e^{2iqD}\), where \(D\) is the thickness and \(q\) the wavevector normal to the layers. This factor is a phase for real \(q\) and an attenuation for imaginary \(q\). To see that it controls the total energy, one must sum over all occupied states.

## The model and its energy

Take independent electrons at zero temperature, flat interfaces, thick ferromagnets and the free mass \(m\) everywhere. Let \(c=\hbar^2/2m\). The parallel wavevector is conserved, and \(\varepsilon\) is the energy of the normal motion. Define

\[
J=E_{\rm antiparallel}-E_{\rm parallel}
\]

per unit area, so \(J>0\) favours parallel moments.

Matching \(e^{iqx}+re^{-iqx}\) in the spacer to \(te^{ik_\sigma x}\) in a ferromagnet gives \(1+r=t\) and \(q(1-r)=k_\sigma t\), hence

\[
r_\sigma=\frac{q-k_\sigma}{q+k_\sigma},
\]

where \(\sigma=\uparrow,\downarrow\) labels majority and minority spin.

To count states, first close each ferromagnet with a distant hard wall. For propagating spacer waves each side then reflects with a pure phase, and levels occur when the round-trip phase \(\theta=\theta_A+\theta_B+2qD\) is a multiple of \(2\pi\). For \(0<\theta<2\pi\),

\[
1-e^{i\theta}=2\sin(\theta/2)\,e^{i(\theta-\pi)/2}.
\]

The number of levels passed, up to a constant, is therefore

\[
\left\lfloor\frac{\theta}{2\pi}\right\rfloor
=\frac{\theta}{2\pi}-\frac12-\frac1\pi{\rm Im}\ln(1-e^{i\theta}).
\]

The term \(\theta/2\pi\) is a sum of separate contributions from the two ferromagnets and the spacer. It cancels between the two alignments. What remains is

\[
\Delta N=-\frac1\pi{\rm Im}\ln(1-r_Ar_Be^{2iqD}).
\]

Evanescent spacer waves give the same expression. The closed-layer reflections are then real, with poles at the levels of each isolated layer, while the argument of the logarithm vanishes at the coupled levels. Just above the real energy axis, \(\Delta N\) steps up at each zero and down at each pole, so it counts coupled minus isolated levels. A small positive imaginary energy damps the echo from a very distant wall, which turns the closed-layer reflections into \(r_\sigma\).

At fixed Fermi energy \(E_F\), the energy \(\sum_n(\varepsilon_n-E_F)\) over occupied levels equals \(-\int^{E_F}N\,d\varepsilon\). The parallel state has spin channels with \(r_\uparrow^2\) and \(r_\downarrow^2\); the antiparallel state has two with \(r_\uparrow r_\downarrow\). With \(X=e^{2iqD}\), the difference contains

\[
L=2\ln(1-r_\uparrow r_\downarrow X)-\ln(1-r_\uparrow^2X)-\ln(1-r_\downarrow^2X).
\]

Expanding the logarithms gives

\[
L=\sum_{n=1}^{\infty}\frac{(r_\uparrow^n-r_\downarrow^n)^2}{n}X^n .
\]

The first harmonic is \((r_\uparrow-r_\downarrow)^2X\): no spin contrast, no coupling.

Now sum over parallel wavevectors. With \(\eta=ck_\parallel^2\), the measure is \(d^2k_\parallel/(2\pi)^2=d\eta/(4\pi c)\). At given \(\varepsilon\), occupied states have \(0<\eta<E_F-\varepsilon\). Thus

\[
J=\frac{1}{4\pi^2c}\,{\rm Im}\int_{-\infty}^{E_F}(E_F-\varepsilon)L(\varepsilon)\,d\varepsilon .
\]

## One integral for both spacers

Let \(q_F\) be the spacer wavevector at \(\varepsilon=E_F\). The function \(L\) is analytic in the upper half of the energy plane: a zero inside one of its logarithms would be a normalizable state with complex energy, which a Hermitian Hamiltonian does not have. The factor \(X\) also makes \(L\) decay far away. We may therefore move the path to

\[
q=q_F+iu,\qquad u\ge0 .
\]

Since \(\varepsilon-E_F=c(q^2-q_F^2)\),

\[
E_F-\varepsilon=-icu(2q_F+iu),\qquad d\varepsilon=2ic(q_F+iu)\,du .
\]

The path runs from \(u=\infty\) to \(u=0\), which supplies a minus sign:

\[
J=-\frac{c}{2\pi^2}{\rm Im}\int_0^\infty
u(q_F+iu)(2q_F+iu)L(q_F+iu)\,du .
\]

For a metal, \(q_F=k_F\) is real and the path rises into the complex energy plane. For an insulator, \(q_F=i\kappa\) with \(\kappa>0\), and the same path is the upper side of the real energy axis below \(E_F\).

The factor \(e^{-2uD}\) restricts \(u\) to about \(1/D\). Let \(D\) be so large that the other factors barely change over this range, which requires at least \(|q_F|D\gg1\) and \(k_\sigma D\gg1\) for both spins. Then set \(u=0\) in those factors and keep the first harmonic. In an insulator the higher harmonics are exponentially smaller. In a metal the \(n\)-th falls as the same power of \(D\), with weight \((r_\uparrow^n-r_\downarrow^n)^2/n^3\), so it can be dropped if reflection is weak, as in the example below. Then use \(\int_0^\infty ue^{-2uD}du=1/(4D^2)\):

\[
J\simeq-\frac{cq_F^2}{4\pi^2D^2}
{\rm Im}\left[(r_\uparrow-r_\downarrow)^2e^{2iq_FD}\right].
\]

For a metal with real \(k_\uparrow,k_\downarrow\), this becomes

\[
J_{\rm metal}\simeq-\frac{ck_F^2}{4\pi^2D^2}
(r_\uparrow-r_\downarrow)^2\sin(2k_FD).
\]

The period is \(\pi/k_F\). Contributions from deeper states cancel because their phases vary rapidly with energy, but the sharp end of the occupied range leaves a remainder. The range is long because this remainder falls as a power of \(D\).

For an insulator, \(q_F^2=-\kappa^2\) reverses the prefactor:

\[
J_{\rm ins}\simeq\frac{c\kappa^2}{4\pi^2D^2}
{\rm Im}\left[(r_\uparrow-r_\downarrow)^2\right]e^{-2\kappa D}.
\]

Now the deeper states are attenuated more strongly, so in a thick spacer those near \(E_F\) dominate. The factor \(e^{2iqD}\) has lost its phase, and with it the oscillation; the reflections keep phases, but these do not depend on \(D\).

The continuation can be pictured as \(q_F=|q_F|e^{i\varphi}\), with \(\varphi\) going from \(0\) to \(\pi/2\) and \(k_\sigma\) at \(E_F\) held fixed. Then

\[
e^{2iq_FD}=e^{2i|q_F|D\cos\varphi}\,e^{-2|q_F|D\sin\varphi}.
\]

Oscillation turns steadily into decay. Intermediate angles are a mathematical route, not a series of materials. Along the contour, \(k_\sigma^2\) becomes \(k_\sigma^2+2iq_Fu-u^2\), whose imaginary part \(2u\,{\rm Re}\,q_F\) is never negative, so its root stays on one branch. As a test, the first-harmonic integral was taken around a closed loop joining the real and imaginary \(q_F\) axes. It vanished to about \(5\times10^{-6}\) of the summed magnitudes.

## The reflections must be continued too

Subtracting the two reflection amplitudes gives

\[
r_\uparrow-r_\downarrow=
\frac{2q(k_\downarrow-k_\uparrow)}{(q+k_\uparrow)(q+k_\downarrow)} .
\]

Set \(q=i\kappa\) and define \(Z=(k_\uparrow+i\kappa)(k_\downarrow+i\kappa)=k_\uparrow k_\downarrow-\kappa^2+i\kappa(k_\uparrow+k_\downarrow)\). The squared difference is \(-4\kappa^2(k_\uparrow-k_\downarrow)^2/Z^2\). Since \({\rm Im}(1/Z^2)=-{\rm Im}(Z^2)/|Z|^4\),

\[
{\rm Im}(r_\uparrow-r_\downarrow)^2=
\frac{8\kappa^3(k_\uparrow-k_\downarrow)^2(k_\uparrow+k_\downarrow)
(k_\uparrow k_\downarrow-\kappa^2)}
{(k_\uparrow^2+\kappa^2)^2(k_\downarrow^2+\kappa^2)^2}.
\]

In this model a sufficiently thick barrier therefore favours parallel moments if \(\kappa^2<k_\uparrow k_\downarrow\) and antiparallel moments if \(\kappa^2>k_\uparrow k_\downarrow\). Just below the changeover it must be very thick, because the leading term is then small. Replacing only the exponential, with the reflections left real, would leave no imaginary part and hence no coupling at all.

## Numbers for a metal and an insulator

Choose round model parameters: majority and minority band bottoms 6.0 and 3.0 eV below \(E_F\), so \(k_\uparrow=12.549\) and \(k_\downarrow=8.874\ {\rm nm}^{-1}\). The metallic spacer has its band bottom 4.0 eV below \(E_F\), and the insulating one 1.0 eV above it. Hence \(k_F=10.246\) and \(\kappa=5.123\ {\rm nm}^{-1}\).

For the metal, \(ck_F^2=4.0\) eV and \((r_\uparrow-r_\downarrow)^2=0.02987\). The envelope at 1 nm is

\[
\frac{4.0\times0.02987}{4\pi^2}\ {\rm eV/nm^2}
=0.485\ {\rm mJ/m^2}.
\]

For the insulator, \(c\kappa^2=1.0\) eV and \({\rm Im}(r_\uparrow-r_\downarrow)^2=0.07122\), so at 1 nm

\[
J_{\rm ins}\simeq\frac{1.0\times0.07122}{4\pi^2}e^{-10.246}\ {\rm eV/nm^2}
=1.03\times10^{-5}\ {\rm mJ/m^2}.
\]

The full integral gives \(-0.466\) and \(1.50\times10^{-5}\ {\rm mJ/m^2}\) respectively. From 1 to 4 nm the metallic envelope falls by a factor of 16, whereas the insulating coupling falls to \(3.4\times10^{-20}\ {\rm mJ/m^2}\), by more than fourteen orders of magnitude. Between 1 and 6 nm the metal shows 33 sign changes and the insulator none.

The integral was also tested against energies summed from the levels of a finite box, with \(E_F\) averaged over a spread of 0.15 eV on both sides to suppress echoes from the outer walls. The two agree to about 1% of the envelope for the metal and about 1% of the coupling for the insulator.

## Why the leading law is only approximate at small thickness

The next term in \(u\) gives the first correction at large \(D\); at 1 nm further terms matter as well. Along the contour \(dk_\sigma/dq=q/k_\sigma\), so

\[
\frac{d}{dq}\ln(r_\uparrow-r_\downarrow)^2
=2\left[\frac1q-\frac{q}{k_\uparrow k_\downarrow}
-\frac1{k_\uparrow}-\frac1{k_\downarrow}\right].
\]

The factors \((q_F+iu)(2q_F+iu)\) add \(3/(2q_F)\) to the coefficient of \(iu\). The average of \(u\) with weight \(ue^{-2uD}\) is \(1/D\). The complex amplitude is thus multiplied by \(1+i\alpha/D\), where

\[
\alpha=\frac{7}{2q_F}-\frac{2q_F}{k_\uparrow k_\downarrow}
-2\left(\frac1{k_\uparrow}+\frac1{k_\downarrow}\right).
\]

In the metal \(\alpha=-0.227\) nm is real, so the correction is a phase shift \(\alpha/D\). At 2 nm, close to a zero of the sine, a shift of \(-0.11\) rad reduces the leading value 0.0175 to about 0.004 \({\rm mJ/m^2}\), as the full integral gives. The drift of this phase also accounts for the measured mean period of 0.3061 nm, slightly below \(\pi/k_F=0.3066\) nm.

In the insulator \(\alpha\) is complex. Taking the imaginary part of the corrected amplitude gives \(J/J_{\rm leading}\simeq1+0.68\,{\rm nm}/D\). This predicts 1.034 at 20 nm and 1.017 at 40 nm, matching the computed ratios. The decay rate of \(JD^2\) between 10 and 11 nm is 10.252 \({\rm nm}^{-1}\), against \(2\kappa=10.246\ {\rm nm}^{-1}\).

Exponential decay does not forbid a sign change in a thin insulator. Here, between 0.3 and 1 nm, there is one, at about 0.56 nm. In the first harmonic, states less than 1.55 eV below \(E_F\) contribute positively; at that depth \(\kappa^2=k_\uparrow k_\downarrow\), because \((1+t)^2=(6-t)(3-t)\) gives \(t=17/11\) in eV. The negative coupling just below 0.56 nm must therefore come from deeper states, which a thicker barrier filters out.

For thick barriers, the same condition at \(E_F\) puts the reversal at a barrier height of \(\sqrt{6.0\times3.0}=4.24\) eV. An 8 eV barrier indeed gives \(J=-1.4\times10^{-12}\ {\rm mJ/m^2}\) at 1 nm.

## What happens between metal and insulator?

If a real spacer's band edge is moved through \(E_F\), \(q_F\) passes through zero and the condition \(|q_F|D\gg1\) fails. The full integral still holds. At \(q_F=0\), put \(q=iu\), so

\[
J=\frac{c}{2\pi^2}\int_0^\infty u^3\,{\rm Im}L\,du .
\]

For small \(q\), \(r_\sigma\simeq-e^{-2q/k_\sigma}\). Let \(s_\pm=1/k_\uparrow\pm1/k_\downarrow\). Then

\[
(r_\uparrow^n-r_\downarrow^n)^2
\simeq4n^2q^2s_-^2(1-2nqs_+).
\]

The \(q^2\) term is real when \(q=iu\). The cubic term gives the first imaginary part, \(8n^3s_-^2s_+u^3\). After division by \(n\), use \(\int_0^\infty u^6e^{-2nuD}du=45/(8n^7D^7)\):

\[
J\simeq\frac{45c\,\zeta(5)}{2\pi^2D^7}\,s_-^2s_+,
\qquad \zeta(5)=\sum_{n=1}^{\infty}n^{-5}.
\]

All harmonics contribute, and the decay is neither oscillatory nor exponential. The computed power between 20 and 40 nm is 6.9995. For a small but non-zero \(|q_F|\), oscillation with a \(1/D^2\) envelope or exponential decay emerges once \(D\) is well above \(1/|q_F|\). The approach is slow: for a 0.01 eV barrier the full coupling is still 1.6 times the leading value at \(\kappa D=10\) and 1.26 times at \(\kappa D=20\). On the metallic side the reflections are then close to \(-1\), and the first several harmonics fall only as about \(1/n\) relative to the first, so they must be kept: the oscillation has period \(\pi/k_F\) but is not a single sine.

## Where the contrast can fail

The exponential law is a zero-temperature result and requires that the spacer have no propagating states at \(E_F\). At finite temperature, thermally occupied states near and above the barrier top take over roughly once \(2\kappa D\) exceeds the barrier height divided by \(k_BT\). For the 1 eV barrier at 300 K the coupling is about 1.1 times its zero-temperature value at 2 nm and 1.6 times at 4 nm, and by 6 nm the exponential law no longer holds. The insulator values quoted at 10 to 40 nm are tests of the zero-temperature formula only. Defect levels in the gap would open other paths, and they are absent here, as are disorder, temperature and real band structure. The metallic law relies on a sharp Fermi edge and coherent round trips. Real films also sample \(D\) in whole atomic layers, so a period shorter than two layers appears as a longer one. Within these limits, the difference between the spacers is the direction of \(q_F\) in the complex plane: along the real axis the Fermi edge leaves an oscillation, and along the imaginary axis it leaves an evanescent tail. The computed values are collected in the numerical output below.

## Table of computed values

```
c = hbar^2/2m: 0.038100 eV nm^2
band depths, majority and minority: 6.0, 3.0 eV
metal spacer: band bottom 4.0 eV below Fermi level
insulating spacer: band bottom 1.0 eV above Fermi level
k_up, k_dn: 12.549, 8.874 nm^-1
metal k_F: 10.246 nm^-1; insulator kappa: 5.123 nm^-1
metal: r_up = -0.1010+0.0000j, r_dn = 0.0718+0.0000j
metal: (r_up-r_dn)^2 = 0.02987-0.00000j
insulator: r_up = -0.7143+0.6999j, r_dn = -0.5000+0.8660j
insulator: (r_up-r_dn)^2 = 0.01831+0.07122j
metal asymptotic envelope at D = 1 nm: 0.4848 mJ/m^2
box test, E_F spread (standard deviation): 0.15 eV
metal D=0.80 nm: levels 2.7742e-01, contour 2.7128e-01 mJ/m^2
metal D=1.00 nm: levels -4.3295e-01, contour -4.3102e-01 mJ/m^2
metal D=1.15 nm: levels 3.1944e-01, contour 3.1782e-01 mJ/m^2
insulator D=0.80 nm: levels 1.7666e-04, contour 1.7493e-04 mJ/m^2
insulator D=1.00 nm: levels 1.8463e-05, contour 1.8315e-05 mJ/m^2
closed-loop integral / sum of magnitudes: 4.6e-06
metal D=1 nm: J = -4.6552e-01, asymptotic -4.8356e-01 mJ/m^2
metal D=2 nm: J = 3.8638e-03, asymptotic 1.7469e-02 mJ/m^2
metal D=3 nm: J = 5.3140e-02, asymptotic 5.2607e-02 mJ/m^2
metal D=4 nm: J = -6.9726e-03, asymptotic -8.6435e-03 mJ/m^2
insulator D=1 nm: J = 1.4955e-05, asymptotic 1.0257e-05 mJ/m^2
insulator D=2 nm: J = 1.2286e-10, asymptotic 9.0995e-11 mJ/m^2
insulator D=3 nm: J = 1.7736e-15, asymptotic 1.4352e-15 mJ/m^2
insulator D=4 nm: J = 3.3691e-20, asymptotic 2.8649e-20 mJ/m^2
metal full/asymptotic, extrapolated: 0.99986-0.00006j
insulator full/asymptotic at 20, 40 nm: 1.0342, 1.0170
insulator full/asymptotic, extrapolated: 0.99983
sign changes from 1 to 6 nm: metal 33, insulator 0
insulator sign changes from 0.3 to 1 nm, at D/nm: [0.563]
metal period: measured 0.3061, pi/k_F 0.3066 nm
insulator decay rate of J D^2, 10 to 11 nm: 10.252 nm^-1
2 kappa: 10.246 nm^-1
barrier height where leading sign reverses: 4.243 eV
8 eV barrier, D=1 nm: J = -1.3940e-12 mJ/m^2
8 eV barrier full/asymptotic, extrapolated: 0.9967
threshold decay power from 20 to 40 nm: 6.9995
threshold full/asymptotic at 40 nm: 0.99987
```
